# When Zone-Centre Electrons Out-Tunnel L Electrons Through a Square Germanium Barrier

**Question.** Electrons in n-type germanium at 300 K meet a square barrier 0.57 eV high on a (001) face. Most of them sit in the four L valleys. A few are thermally excited into the zone-centre valley, called Γ, whose edge lies 0.14 eV higher. The Γ electrons are lighter and decay more slowly inside the barrier. If the valleys do not mix, how wide must the barrier be before the Γ valley carries more current than the L valleys together, and how does that width scale?

**Answer.** About 7 nm in this model. The Γ lead ends again near 14 nm, where L electrons passing over the barrier take over. Both numbers belong to a square barrier; for the curved barrier of an ordinary depletion layer, the estimate at the end finds no Γ lead at all.

## What is being compared

The barrier is made of germanium and shifts every band edge up by $\phi=0.57$ eV. A Γ electron starts $\Delta=0.14$ eV above the L edge, but the Γ edge inside the barrier has risen too. Measured from its own edge, it therefore faces 0.57 eV, as an L electron does. Subtracting $\Delta$ from the barrier would be wrong here, because without valley mixing a Γ electron cannot use L states.

The compared quantity is the one-way current into an empty collector with germanium-like bands. Energy and transverse wavevector are conserved, and the emitter is in thermal equilibrium with Boltzmann occupation. For one valley, with the factor 2 for spin,

$$J=\frac{2e}{(2\pi)^3}\int_{v_z>0} d^3k\; v_z\,f\,T .$$

At fixed transverse wavevector, $v_z\,dk_z=dE/\hbar$, so the velocity cancels the one-dimensional density of states. What remains is an integral over energy and over the transverse wavevector. Two masses enter: one counts transverse states, the other sets the decay.

## The two masses of a tilted valley

Near its minimum an L valley has energy $\tfrac12\hbar^2\,\mathbf k^{T}W\mathbf k$, where $W$ is the inverse-mass tensor. On a (001) face its long axis is tilted. Write $\mathbf q$ for the transverse part of $\mathbf k$, $W_\parallel$ for the transverse block and $\mathbf w$ for the column coupling $\mathbf q$ to $k_z$. Completing the square gives

$$\mathbf k^{T}W\mathbf k=W_{zz}\Big(k_z+\frac{\mathbf w\cdot\mathbf q}{W_{zz}}\Big)^2+\mathbf q^{T}R\,\mathbf q,\qquad R=W_\parallel-\frac{\mathbf w\mathbf w^{T}}{W_{zz}} .$$

The shift of $k_z$ is real and affects only the phase. The decay mass is therefore $m_z=1/W_{zz}$. The transverse energy is $b=\tfrac12\hbar^2\mathbf q^TR\,\mathbf q$, and states below a given $b$ fill an ellipse of area $2\pi Mb/\hbar^2$ with $M=1/\sqrt{\det R}$. Since $\det W=W_{zz}\det R$,

$$M=\sqrt{W_{zz}/\det W}.$$

I take rough typical masses: 1.6 along and 0.08 across the L axis, and 0.04 for Γ, in units of the free-electron mass. The [001] direction has squared direction cosine 1/3 with each L axis, so

$$W_{zz}=\frac{1/3}{1.6}+\frac{2/3}{0.08}=8.54,\qquad m_z=0.117 .$$

The supply mass per valley is $\sqrt{8.54\times1.6\times0.08^2}=0.296$, and four valleys give $M_L=1.183$. For the isotropic Γ valley both masses are 0.04.

With $T=1$, the energy integral gives a current proportional to $M(kT)^2e^{-E_0/kT}$, where $E_0$ is the valley edge. Before any tunnelling, the Γ valley thus has the logarithmic handicap

$$H=\frac{\Delta}{kT}+\ln\frac{M_L}{m_\Gamma}=5.415+3.387=8.802 .$$

Its current supply is $e^{-8.802}=1.5\times10^{-4}$ of the L supply. The population ratio is smaller, $8.8\times10^{-5}$; the factor between them, $\sqrt{0.117/0.04}=1.7$, reflects the greater speed of the lighter electrons.

## Decay when the barrier is comparable with the gap

A parabolic band would give $\kappa^2=2m_z\phi/\hbar^2$. That is poor for Γ, because 0.57 eV is most of the direct gap, taken as $G_\Gamma=0.80$ eV. The simplest description that includes the gap couples a conduction amplitude $u$ to a valence amplitude $v$. With $\varepsilon$ the energy measured from the local conduction edge,

$$\varepsilon u=-iA\,v',\qquad(\varepsilon+G)\,v=-iA\,u' .$$

A plane wave obeys $\varepsilon(\varepsilon+G)=A^2k^2$. Choosing $A^2=G\hbar^2/2m$ recovers the band-edge mass:

$$\varepsilon\Big(1+\frac{\varepsilon}{G}\Big)=\frac{\hbar^2k^2}{2m} .$$

For a band-edge electron inside the barrier, $\varepsilon=-\phi$ and $k=i\kappa$, so

$$\kappa^2=\frac{2m_z}{\hbar^2}\,\phi\,g,\qquad g=1-\frac{\phi}{G} .$$

I use the same form for L with a rough direct gap of 2.2 eV. A single gap for an anisotropic valley is an approximation, but the correction is smaller there: $g_L=0.741$ against $g_\Gamma=0.288$. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$\kappa_L=\sqrt{\frac{0.1171\times0.57\times0.7409}{0.0381}}=1.139\ \text{nm}^{-1},\qquad \kappa_\Gamma=0.415\ \text{nm}^{-1}.$$

The first estimate balances the handicap against the difference in decay, $H=2d(\kappa_L-\kappa_\Gamma)$:

$$d_0=\frac{8.802}{2(1.1392-0.4148)\ \text{nm}^{-1}}=6.1\ \text{nm} .$$

## The interface factor

The exponentials omit reflection at the two interfaces, which differs between the valleys. The amplitudes $u$ and $v$ are continuous. Since $v\propto u'/(\varepsilon+G)$, so is $\xi=\hbar u'/[m(1+\varepsilon/G)]$. Define the emitter velocity $v_1=\hbar k/[m(1+\varepsilon/G)]$ and its barrier counterpart $v_b=\hbar\kappa/(mg)$.

At the collector side $u=t$ and $\xi=iv_1t$. Carrying these back through the barrier gives, at the entrance,

$$u=t\Big(\cosh\kappa d-\frac{iv_1}{v_b}\sinh\kappa d\Big),\qquad \xi=t\,(iv_1\cosh\kappa d-v_b\sinh\kappa d).$$

On the emitter side, with reflected amplitude $r$, $u=1+r$ and $\xi=iv_1(1-r)$. The combination $u+\xi/(iv_1)=2$ removes $r$:

$$2=t\Big[2\cosh\kappa d+i\Big(\frac{v_b}{v_1}-\frac{v_1}{v_b}\Big)\sinh\kappa d\Big].$$

Both ends have the same velocity, so $T=|t|^2$:

$$T=\Big[\cosh^2\kappa d+\tfrac14\Big(\frac{v_b}{v_1}-\frac{v_1}{v_b}\Big)^2\sinh^2\kappa d\Big]^{-1}.$$

For a thick barrier both squared hyperbolic functions tend to $e^{2\kappa d}/4$. For a slow electron $v_1\ll v_b$, and the expression becomes $T\simeq16(v_1/v_b)^2e^{-2\kappa d}$. An electron of small normal energy $a$ has $v_1^2=2a/m$, while $v_b^2=\hbar^2\kappa^2/(m^2g^2)=2\phi/(mg)$. Hence

$$T\simeq\frac{16\,a\,g}{\phi}\,e^{-2\kappa d} .$$

The mass has cancelled from the prefactor, but $g$ has not. The small $g_\Gamma$, which arises because the barrier height is close to the Γ gap, slows the Γ decay but also worsens its interface matching. This adds $\ln(g_L/g_\Gamma)=0.947$ to the handicap and moves the estimate to $9.749/1.449=6.7$ nm.

## The thermal spread

Electrons do not all start at their band edge. Let the starting energy be $E=a+b$, with both parts small. The conserved transverse term $b$ adds to the decay, so

$$\kappa^2=\frac{2m_z}{\hbar^2}\Big[b+(\phi-E)\Big(1-\frac{\phi-E}{G}\Big)\Big].$$

To first order the product is $\phi g-E(1-2\phi/G)$. Putting $E=a+b$ and collecting terms gives

$$\kappa^2\simeq\frac{2m_z}{\hbar^2}\Big[\phi g-a\Big(1-\frac{2\phi}{G}\Big)+b\,\frac{2\phi}{G}\Big].$$

In the parabolic limit $G\to\infty$, $b$ drops out and extra normal energy helps tunnelling. For Γ the coefficient $1-2\phi/G=-0.425$ is negative. The energy lies below the middle of the gap, on the part of the decay curve that bends back towards the valence band. Raising the energy then makes the decay faster. Transverse motion also costs Γ electrons more than L electrons, relative to their smaller $\kappa$.

Let $\kappa_0$ be the band-edge decay constant. Expanding the square root, $\kappa\simeq\kappa_0+(\kappa^2-\kappa_0^2)/2\kappa_0$, turns the thermal integral into

$$\int_0^\infty\! da\int_0^\infty\! db\;a\,e^{-A_a a-A_b b}=\frac{1}{A_a^2A_b},$$

where, with $\beta=1/kT$ and $q=2m_z/\hbar^2$,

$$A_a=\beta-\frac{dq}{\kappa_0}\Big(1-\frac{2\phi}{G}\Big),\qquad A_b=\beta+\frac{2dq\phi}{G\kappa_0}.$$

Without the thermal change in decay the integral would be $1/\beta^3$. The correction for each valley is therefore $S=\beta^3/(A_a^2A_b)$, and the crossing obeys

$$2d(\kappa_L-\kappa_\Gamma)=H+\ln\frac{g_L}{g_\Gamma}+\ln\frac{S_L}{S_\Gamma}.$$

Because $S$ depends on $d$, this is solved self-consistently. At the solution $S_L=1.415$ and $S_\Gamma=0.399$, so the last term is 1.266 and

$$d=\frac{8.802+0.947+1.266}{1.449\ \text{nm}^{-1}}=7.6\ \text{nm}.$$

Integrating the full $T$ over energy and transverse wavevector, without the small-energy expansion, gives 7.39 nm (73.9 Å). The expanded formula is 3% above it in width, although its thermal factor for Γ is less accurate: 0.40, where the full integral gives 0.57 at the same width. At this width the band-edge exponentials are $4.8\times10^{-8}$ for L and $2.2\times10^{-3}$ for Γ: the much better penetration has made up for the scarce supply and the less favourable prefactors.

## Why the lead ends

Tunnelling currents keep falling as the barrier widens. The flow over the top does not fall exponentially with width, and L dominates it because its supply is larger. In the full integral, Γ leads from 7.4 to 13.9 nm. On a scan in steps of 0.5 nm its largest advantage is a factor 15, at 10.5 nm. L electrons with enough normal energy to pass above the barrier make up 0.2% of the L current at the lower edge and 99% at the upper edge, which identifies what closes the window.

A rough upper edge follows by equating the supply exponents and dropping the transmission prefactors and thermal spread:

$$m_\Gamma e^{-\Delta/kT-2\kappa_\Gamma d}\approx M_L e^{-\phi/kT},$$

$$d_{\rm up}\approx\frac{(\phi-\Delta)/kT-\ln(M_L/m_\Gamma)}{2\kappa_\Gamma}=\frac{16.6-3.4}{0.830\ \text{nm}^{-1}}\approx16\ \text{nm}.$$

The dropped factors bring this down to the integrated 13.9 nm.

A window need not exist. With both valleys parabolic, the decay constants are $1.139/\sqrt{0.741}=1.32$ and $0.415/\sqrt{0.288}=0.77$ nm⁻¹, and the simple balance would put the crossing at 8.0 nm. The L tunnelling exponent there is about 21, already close to $\phi/kT=22$, so flow over the top can no longer be ignored. The full parabolic integral finds no crossing between 2 and 30 nm; the Γ current peaks at 0.77 of the L current. The Γ lead in this example thus depends on the slower decay caused by the finite gap.

## How the width scales

At fixed barrier height and masses, the first estimate varies with the valley separation as

$$\frac{\partial d_0}{\partial\Delta}=\frac{1}{2kT(\kappa_L-\kappa_\Gamma)}\approx27\ \text{nm/eV},$$

or 0.27 nm for each 10 meV; the full integral gives about 0.31 nm. The supply masses enter through a logarithm. The decay masses matter more, because they enter the denominator as square roots.

Temperature acts through $\Delta/kT$ at the lower edge and through $(\phi-\Delta)/kT$ at the upper one. Holding the band parameters fixed, the full integral gives these windows:

- 200 K: 9.2 to 23.3 nm, with a peak Γ/L ratio of 940.
- 300 K: 7.4 to 13.9 nm, with a peak ratio of 15.
- 400 K: 6.7 to 9.3 nm, with a peak ratio of 2.1.

Cooling delays the crossing but strengthens the eventual Γ lead, since it suppresses the L flow over the top more than it suppresses the Γ supply.

The face matters because it changes the L decay mass. On (111), three valleys have $m_z=0.089$, and the fourth, with $m_z=1.6$, decays much faster. On (110), two valleys have $m_z=0.080$. Lighter L electrons are harder to beat: the crossing moves to 9.3 nm on (111) and 10.0 nm on (110). The (111) figure is the less secure of the two: the fourth valley there has the same transverse wavevector as Γ, so even a perfect interface can mix them.

The dependence on barrier height is not a simple power. For parabolic bands both decay constants grow as $\sqrt\phi$, so $d_0\propto\phi^{-1/2}$. In the two-band form $\kappa_\Gamma$ is largest at $\phi=G_\Gamma/2=0.40$ eV and falls beyond it, while $\kappa_L$ is still rising at 0.57 eV. Near the present height, a higher barrier therefore favours Γ more strongly than the parabolic law suggests. There is a limit: with these gaps the valence edge in the barrier lies $0.80-0.14-0.57=0.09$ eV below the emitter's L edge. If the barrier is raised by more than that, L electrons can enter valence states wherever the valleys mix. Holes can collect in the barrier and change its shape even sooner, because their number depends on the Fermi level. With $10^{17}$ cm⁻³ electrons in the emitter, the Fermi level is about 0.12 eV below the L edge, already beneath the valence edge of the present barrier. A rough bulk estimate, with hole mass 0.35 and neither confinement nor self-consistency, then puts about $10^{19}$ cm⁻³ holes in the barrier and lowers its centre by some 0.07 eV; for $10^{18}$ cm⁻³ in the emitter the sag is about 0.01 eV. The square shape therefore needs a heavily doped emitter. The model includes neither effect.

## How firm is 7 nm?

Changing one assumption at a time, still for a square barrier on (001) at 300 K, moves the lower edge as follows:

- Making L parabolic while keeping the two-band Γ form gives 6.2 nm.
- An emitter with $10^{19}$ cm⁻³ electrons, whose Fermi level is 8.5 meV above the L edge, gives 7.3 nm.
- A metal collector with a rough electron speed of $1.5\times10^6$ m/s gives 7.2 nm.
- Adding the split-off valence band, 0.29 eV below the top one, to the Γ dispersion at fixed band-edge mass gives about 7.6 nm and a peak ratio of 10 to 11.
- An L gap of 1.8 eV instead of 2.2 eV gives 7.75 nm.
- Lowering the whole barrier by 0.083 eV gives 8.6 nm and leaves a window of only 1.6 nm.

The last entry tests the sensitivity to barrier height; it overstates the image force. The value 0.083 eV is the Schottky lowering for the field $\phi/(ed)=0.77$ MV/cm and a relative permittivity of 16, but a flat-topped barrier has no such field. Between two conducting planes 7.39 nm apart, the image potential lowers the centre of the barrier by only $e^2\ln2/(4\pi\epsilon d)=0.008$ eV; with that full profile the window runs from about 7.8 to 13.7 nm and the peak ratio is about 11. The height itself does matter: a lowering of 0.083 eV cuts the peak Γ advantage from 15 to 1.3, and at a barrier height of 0.47 eV the full integral finds no lead.

The absence of valley mixing is a demanding condition. Suppose an L electron at its band edge could enter the evanescent Γ states. It would lie $0.57+0.14=0.71$ eV below the Γ edge, where

$$\kappa_{\rm mix}=\sqrt{\frac{0.04\times0.71\,(1-0.71/0.80)}{0.0381}}=0.29\ \text{nm}^{-1}.$$

This is slower than either direct decay. A mixing probability $p$ would match direct L tunnelling when $p\,e^{-2\kappa_{\rm mix}d}=e^{-2\kappa_Ld}$. At 7.39 nm this needs $p=3.5\times10^{-6}$. Here $p$ covers two conversions: in the germanium-like collector this electron lies below the Γ edge, so it must return to an L valley to leave. If both interfaces convert equally, each needs a probability of about $1.9\times10^{-3}$. On a (001) face such mixing requires a change of transverse wavevector, which roughness or impurities can supply. I have not calculated $p$ for a real interface. This comparison of exponentials shows only that conversion at the level of a few parts in a thousand at each interface could spoil the result.

## What this means for a germanium contact

A metal placed directly on n-type germanium can give a barrier of roughly 0.5 to 0.6 eV, and the masses and gaps above are rough values for that material. The square shape is the assumption that an ordinary contact breaks. In a uniformly doped depletion layer of width $W$, the band edge follows $\phi(1-x/W)^2$. At energy $E$ above the emitter edge, the forbidden length is

$$\ell(E)=W\Big(1-\sqrt{E/\phi}\Big).$$

An L electron thermally raised by 0.14 eV pays the same Boltzmann factor as an electron at the Γ edge, but its forbidden length is only 0.50 of $W$, and the barrier above it is lower. The Γ electron starts at its own edge and must cross all of $W$.

I estimated this competition by integrating $\exp[-2\int\kappa\,dx]$ over thermal energies, with the same two-band decay, no transverse motion and Boltzmann occupation. For widths from 3 to 40 nm, the Γ current never exceeds 0.045 of the L current. That maximum occurs at 17.5 nm, corresponding to a doping of about $3\times10^{18}$ cm⁻³. At the smallest widths the implied doping is degenerate (about $10^{20}$ cm⁻³ at 3 nm, with the Fermi level 0.15 eV above the L edge), so Boltzmann occupation fails there. Fermi occupation raises the ratio at 3 nm from 0.0007 to 0.007 but leaves the maximum at 0.045, and adding transverse motion lowers the maximum to 0.037. Within this estimate the curved profile does not merely shift the 7 nm crossing; it removes it.

The 7 nm figure therefore applies to a square germanium barrier 0.57 eV high with very weak valley mixing, on (001) and near room temperature. The height matters: at 0.50 eV the same model gives a Γ lead only from roughly 8 to 11 nm, with a peak current ratio of 1.9. It should not be used as a depletion width at which Γ electrons take over a Schottky contact. The numerical output below lists the main values used here.

## Computed results

```
barrier 0.57 eV; Gamma above L 0.14 eV; T 300 K
masses (m0): L long. 1.6, L trans. 0.08, Gamma 0.04
direct gaps: L 2.20 eV, Gamma 0.80 eV
thermal energy kT: 0.02585 eV; Delta/kT: 5.415
L decay mass on (001): 0.1171 m0
L supply mass, four valleys: 1.183 m0
log supply-mass ratio: 3.387
total Gamma handicap (log): 8.802
Gamma/L population ratio: 8.79e-05
factors 1-phi/gap: L 0.7409, Gamma 0.2875
decay constants: L 1.1392, Gamma 0.4148 1/nm
width, exponentials and supply only: 6.08 nm
width, with interface prefactor: 6.73 nm
width, with thermal spread: 7.60 nm
thermal spread factors there: L 1.415, Gamma 0.399
MAIN width, full integral: 7.39 nm = 73.9 angstrom
Gamma-led window, full integral: from 7.39 to 13.88 nm; peak ratio 15 at 10.5 nm
exp(-2 kappa d) at main width: L 4.84e-08, Gamma 2.17e-03
L share over top: 0.00209 at lower width, 0.987 at upper width
Neglected effects, square barrier, one change at a time:
both valleys parabolic: from (none below 30) to (none below 30) nm; peak ratio 0.769 at 9.0 nm
only L parabolic: from 6.24 to 14.02 nm; peak ratio 40.1 at 9.5 nm
(110) face: from 10.01 to 13.88 nm; peak ratio 2.89 at 12.0 nm
(111) face: from 9.31 to 13.96 nm; peak ratio 4.52 at 11.5 nm
200 K: from 9.17 to 23.32 nm; peak ratio 940 at 15.0 nm
400 K: from 6.66 to 9.30 nm; peak ratio 2.08 at 8.0 nm
Fermi level above L edge at 1e+19 cm^-3: 0.0085 eV
degenerate emitter: from 7.31 to 13.88 nm; peak ratio 15.6 at 10.0 nm
rough metal electron speed: 1.5e+06 m/s
metal collector: from 7.24 to 15.10 nm; peak ratio 33.1 at 10.5 nm
field phi/d: 0.771 MV/cm; image lowering 0.083 eV
barrier lowered by image force: from 8.61 to 10.21 nm; peak ratio 1.32 at 9.5 nm
L-energy decay through Gamma states: 0.2896 1/nm
mixing probability matching direct L tunnelling: 3.50e-06
depletion profile: largest Gamma/L current ratio 0.045
  at depletion width 17.5 nm, doping 3.29e+18 cm^-3
```
